# Zero-bias Andreev conductance of a noninteracting resonant level: verification in Python

```python
"""
Zero-bias Andreev conductance of a noninteracting resonant level.

Result under test:
    G = (4 e^2/h) * [2 gN gS / (4 eps^2 + gN^2 + gS^2)]^2
gN, gS : full tunnelling widths to the normal and superconducting leads
eps    : level energy from the superconductor's chemical potential
gap    : superconducting gap; R_A : Andreev reflection probability
The maximum 4 e^2/h at zero bias needs eps = 0 and gN = gS.
Lattice tests use hopping 1 and hbar = 1; there a bond t gives width 2 t^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, solve_banded
from scipy.optimize import brentq, minimize_scalar


def andreev_formula(eps, gN, gS):
    return (2 * gN * gS / (4 * eps**2 + gN**2 + gS**2))**2


def andreev_energy(E, eps, gN, gS, gap):
    """Andreev probability at subgap energy E, flat wide bands."""
    beta = gS / (2 * np.sqrt(gap**2 - E**2))
    D = (E * (1 + beta) + 0.5j * gN)**2 - eps**2 - (beta * gap)**2
    return (gN * beta * gap)**2 / abs(D)**2


def nambu_conductance(E, levels, signS, gN, gS, gap, broad=0.0):
    """Conductance in units 4e^2/h from the matrix Green function."""
    n = len(levels)
    vN, vS = np.ones(n), np.array(signS, float)
    tau_x = np.array([[0, 1], [1, 0]])
    tau_z = np.diag([1, -1])
    Es = E + 1j * broad
    sigma_N = -0.5j * gN * np.kron(np.eye(2), np.outer(vN, vN))
    pair = (Es * np.eye(2) - gap * tau_x) / np.sqrt(gap**2 - Es**2)
    sigma_S = -0.5 * gS * np.kron(pair, np.outer(vS, vS))
    H = np.kron(tau_z, np.diag(levels))
    G = np.linalg.inv(E * np.eye(2 * n) - H - sigma_N - sigma_S)
    r_ee = 1 - 1j * gN * (vN @ G[:n, :n] @ vN)
    r_he = -1j * gN * (vN @ G[n:, :n] @ vN)
    return (1 - abs(r_ee)**2 + abs(r_he)**2) / 2


def lattice_reflection(E, eps, tN, tS, gap, n_super=20000, broad=0.0):
    """Wave matching: incoming electron, long superconducting chain."""
    size = 2 * (n_super + 2)
    ke, kh = np.arccos(-E / 2), np.arccos(E / 2)
    hop = np.ones(n_super + 1)
    hop[0], hop[1] = tN, tS
    hop2 = np.empty(size - 2)
    hop2[0::2], hop2[1::2] = -hop, hop
    pair = np.zeros(size - 1)
    pair[4::2] = gap
    diag = np.full(size, -E - 1j * broad, complex)
    diag[0] = -np.exp(1j * ke) - E
    diag[1] = np.exp(-1j * kh) - E
    diag[2], diag[3] = eps - E, -eps - E
    bands = np.zeros((5, size), complex)
    bands[0, 2:], bands[4, :-2] = hop2, hop2
    bands[1, 1:], bands[3, :-1] = pair, pair
    bands[2] = diag
    source = np.zeros(size, complex)
    source[0], source[2] = np.exp(-1j * ke) + E, tN
    x = solve_banded((2, 2), bands, source)
    return x[0], x[1]


def lattice_andreev(E, eps, tN, tS, gap, n_super=20000):
    return abs(lattice_reflection(E, eps, tN, tS, gap, n_super)[1])**2


def lattice_normal_transmission(eps, tN, tS):
    """Three-site wave matching at band centre, both leads normal."""
    M = np.array([[-1j, -tN, 0], [-tN, eps, -tS], [0, -tS, -1j]])
    return abs(np.linalg.solve(M, np.array([-1j, tN, 0]))[2])**2


def finite_bdg(nN, nS, tN, tS, gap):
    """Closed chain: normal sites, dot, superconducting sites."""
    n = nN + 1 + nS
    hop = np.ones(n - 1)
    hop[nN - 1], hop[nN] = tN, tS
    h = -np.diag(hop, 1) - np.diag(hop, -1)
    pair = np.diag(np.r_[np.zeros(nN + 1), np.full(nS, gap)])
    return np.block([[h, pair], [pair, -h]])


# ---- superconducting self-energy: integral over lead states ----
E0, gap0 = 0.3, 1.0
weight = quad(lambda x: 1 / (x**2 + gap0**2 - E0**2),
              -np.inf, np.inf)[0] / (2 * np.pi)
assert abs(weight - 0.5 / np.sqrt(gap0**2 - E0**2)) < 1e-8

# ---- zero-energy formula against the lattice ----
# Tolerance: the finite lattice band changes gS by about gap/2 = 0.1 %.
gap_lat = 0.002
worst_lattice = 0.0
for tN in (0.1, 0.01):                 # widths far above / below the gap
    gN = 2 * tN**2
    for ratio, shift in ((1, 0), (0.25, 0), (3, 0), (1, 0.5), (2, 0.8)):
        tS, eps = tN * np.sqrt(ratio), shift * gN
        r_ee, r_he = lattice_reflection(0.0, eps, tN, tS, gap_lat)
        assert abs(abs(r_ee)**2 + abs(r_he)**2 - 1) < 1e-6
        error = abs(abs(r_he)**2 - andreev_formula(eps, gN, ratio * gN))
        worst_lattice = max(worst_lattice, error)
        T = lattice_normal_transmission(eps, tN, tS)
        assert abs((T / (2 - T))**2
                   - andreev_formula(eps, gN, ratio * gN)) < 1e-9
        T_bw = 4 * ratio * gN**2 / (4 * eps**2 + (gN + ratio * gN)**2)
        assert abs(T - T_bw) < 1e-9
assert worst_lattice < 4e-3

# ---- location and height of the maximum, found on the lattice ----
tN = 0.03
gN = 2 * tN**2
best_ratio = {}
for shift in (0.0, 0.5):
    res = minimize_scalar(
        lambda r: -lattice_andreev(0, shift * gN, tN,
                                   tN * np.sqrt(r), gap_lat),
        bounds=(0.3, 4), method="bounded", options={"xatol": 1e-5})
    best_ratio[shift] = res.x
    assert abs(res.x / np.sqrt(1 + 4 * shift**2) - 1) < 5e-3
    assert abs(-res.fun - 1 / (1 + 4 * shift**2)) < 4e-3

# ---- finite energy and broadened gap ----
for E in (0.0004, 0.001, 0.0015):
    for eps in (0.0, 0.0005):
        tN, tS = np.sqrt(0.0005), np.sqrt(0.001)
        lat = lattice_andreev(E, eps, tN, tS, gap_lat)
        assert abs(lat - andreev_energy(E, eps, 0.001, 0.002,
                                        gap_lat)) < 5e-3
        assert abs(nambu_conductance(E, [eps], [1], 0.001, 0.002, gap_lat)
                   - andreev_energy(E, eps, 0.001, 0.002, gap_lat)) < 1e-9
r_ee, r_he = lattice_reflection(0, 0, np.sqrt(0.0005), np.sqrt(0.0005),
                                gap_lat, broad=0.1 * gap_lat)
lat = (1 - abs(r_ee)**2 + abs(r_he)**2) / 2
assert abs(lat - nambu_conductance(0, [0.0], [1], 0.001, 0.001,
                                   gap_lat, 0.1 * gap_lat)) < 4e-3

# ---- charge and spin counting: current from real time evolution ----
nN, nS, tN, tS, gap_q = 300, 200, 0.4, 0.5, 0.5
n = nN + 1 + nS
H = finite_bdg(nN, nS, tN, tS, gap_q)
lead = H[:nN, :nN]
e_lead, v_lead = eigh(lead)
top = np.searchsorted(e_lead, 0.2)
bias = (e_lead[top - 1] + e_lead[top]) / 2    # midway between levels
filled = v_lead[:, :top] @ v_lead[:, :top].T
rho = np.zeros((2 * n, 2 * n))
rho[:nN, :nN] = filled
rho[n:n + nN, n:n + nN] = np.eye(nN) - filled
rho[nN, nN] = rho[n + nN, n + nN] = 0.5
index_S = np.r_[nN + 1:n, n + nN + 1:2 * n]
e_S, v_S = eigh(H[np.ix_(index_S, index_S)])
v_S = v_S[:, e_S < 0]
rho[np.ix_(index_S, index_S)] = v_S @ v_S.T
energy, modes = eigh(H)
times = np.linspace(60, 180, 121)
phase = np.exp(-1j * np.outer(times, energy))


def evolved_row(site):
    return (phase * modes[site]) @ modes.T


current = np.zeros(len(times))
for offset in (0, n):                          # electron and hole parts
    a = evolved_row(offset + nN - 1)
    b = evolved_row(offset + nN)
    current += -2 * tN * np.imag(np.sum((a @ rho) * b.conj(), axis=1))
current_time = current.mean()
nodes, weights = np.polynomial.legendre.leggauss(10)
integral = sum(w * lattice_andreev(bias * (x + 1) / 2, 0, tN, tS,
                                   gap_q, 2000)
               for x, w in zip(nodes, weights)) * bias / 2
current_formula = 4 / (2 * np.pi) * integral
# Tolerance: residual switching oscillations in a finite time window.
assert abs(current_time / current_formula - 1) < 0.03


# ---- mean-field estimate of repulsion on the level ----
def pair_average(gN, gS, gap, U):
    """Self-consistent pair amplitude on a half-filled level, T = 0."""
    def integral_for(p):
        def f(w):
            beta = gS / (2 * np.sqrt(gap**2 + w**2))
            b = beta * gap - U * p
            return b / ((w * (1 + beta) + gN / 2)**2 + b**2) / np.pi
        cut = 5 * max(gN, gS, gap)
        return quad(f, 0, cut, limit=200)[0] + quad(f, cut, np.inf)[0]
    return brentq(lambda p: p - integral_for(p), 0, 0.5)


def closed_chain_pair(n_normal, n_super=150):
    """Ground-state pair amplitude on the dot of a closed chain."""
    H = finite_bdg(n_normal, n_super, 0.2, 0.2, 0.1)
    energy, modes = eigh(H)
    modes = modes[:, energy < 0]
    return modes[n_normal] @ modes[2 * n_normal + 1 + n_super]


# Discrete levels of the normal lead leave an error of order 1/length;
# two lengths of equal parity remove its leading term.
short, long = 250, 500
pair_short, pair_long = closed_chain_pair(short), closed_chain_pair(long)
pair_lattice = (((long + 1) * pair_long - (short + 1) * pair_short)
                / (long - short))
pair_integral = pair_average(0.08, 0.08, 0.1, 0.0)
# Negative sign: repulsion opposes the induced pairing.
# Tolerance: gap/2 = 5 % band correction of this small lattice.
assert pair_lattice < 0
assert abs(-pair_lattice / pair_integral - 1) < 0.06

# ---- worked example, energies in meV ----
gN, gap, temperature = 0.10, 0.20, 0.100
detuning, spacing, capacitance = 0.05, 1.0, 2e-15
broad = 0.02 * gap
unit_uS = const.e**2 / const.h * 1e6
print(f"conductance quantum e^2/h = {unit_uS:.3f} uS")
print(f"maximum 4e^2/h = {4 * unit_uS:.2f} uS")
print(f"normal width gN = {gN:.3f} meV")
print(f"gap = {gap:.3f} meV")
print("on resonance, zero bias (G_A Andreev, G_n normal state):")
for gS in (0.025, 0.05, 0.10, 0.20, 0.40):
    G_A = 4 * andreev_formula(0, gN, gS)
    G_n = 2 * 4 * gN * gS / (gN + gS)**2
    print(f" gS={gS:.3f} meV: G_A={G_A:.4f}, G_n={G_n:.4f} e^2/h")
print(f"detuning eps = {detuning:.3f} meV")
print(f"G_A detuned, gS=gN: "
      f"{4 * andreev_formula(detuning, gN, gN):.4f} e^2/h")
gS_best = np.sqrt(gN**2 + 4 * detuning**2)
print(f"best gS when detuned = {gS_best:.4f} meV")
print(f"G_A there = {4 * andreev_formula(detuning, gN, gS_best):.4f} e^2/h")

gS_wide = 2 * gN
peak = minimize_scalar(lambda E: -andreev_energy(E, 0, gN, gS_wide, gap),
                       bounds=(0, 0.75 * gap), method="bounded",
                       options={"xatol": 1e-9})
assert abs(-peak.fun - 1) < 1e-6
beta = gS_wide / (2 * np.sqrt(gap**2 - peak.x**2))
assert abs((peak.x * (1 + beta))**2
           - (beta * gap)**2 + gN**2 / 4) < 1e-6
scale = gap_lat / gap
assert lattice_andreev(peak.x * scale, 0, np.sqrt(gN * scale / 2),
                       np.sqrt(gS_wide * scale / 2), gap_lat) > 0.995
print(f"finite-bias peak, gS={gS_wide:.2f} meV: at {peak.x:.4f} mV")
print(f"dI/dV at that peak = {-4 * peak.fun:.4f} e^2/h")

# ---- neglected effects at the matched point gS = gN ----
print("neglected effects at gS=gN, eps=0:")
kT = const.k * temperature / const.e * 1e3
thermal = quad(lambda E: andreev_energy(E, 0, gN, gN, gap)
               / (4 * kT * np.cosh(E / (2 * kT))**2),
               -20 * kT, 20 * kT, points=[0], limit=200)[0]
print(f" temperature = {temperature * 1e3:.0f} mK, kT = {kT:.5f} meV")
print(f" G with thermal smearing = {4 * thermal:.4f} e^2/h")
soft = nambu_conductance(0, [0.0], [1], gN, gN, gap, broad)
print(f" gap broadening = {broad:.4f} meV")
print(f" G with broadened gap = {4 * soft:.4f} e^2/h")

levels, signs = [0.0, spacing], [1, -1]
two_level = nambu_conductance(0, levels, signs, gN, gN, gap)
vN, vS = np.ones(2), np.array(signs)
G_normal = np.linalg.inv(-np.diag(levels) + 0.5j * gN * np.outer(vN, vN)
                         + 0.5j * gN * np.outer(vS, vS))
T = gN**2 * abs(vN @ G_normal @ vS)**2
assert abs(two_level - (T / (2 - T))**2) < 1e-9
print(f" next level at {spacing:.2f} meV, opposite parity")
print(f" G with next level = {4 * two_level:.4f} e^2/h")

lattice_nm = 0.41
density = 4 / (lattice_nm * 1e-9)**3
fermi_eV = (const.hbar**2 * (3 * np.pi**2 * density)**(2 / 3)
            / (2 * const.m_e) / const.e)
print(f" gold cell edge (rough) = {lattice_nm:.2f} nm")
print(f" gold free-electron Fermi energy = {fermi_eV:.2f} eV")
print(f" relative change of gN over the gap = "
      f"{gap * 1e-3 / (2 * fermi_eV):.1e}")

U = const.e / capacitance * 1e3
p = pair_average(gN, gN, gap, U)
gS_effective = gN - 2 * U * p
G_U = andreev_formula(0, gN, gS_effective)
print(f" dot capacitance = {capacitance * 1e15:.1f} fF")
print(f" charging energy U = {U:.4f} meV")
print(f" U/(gN+gS) = {U / (2 * gN):.3f}")
print(f" mean-field pair amplitude = {p:.4f}")
print(f" effective gS with U = {gS_effective:.4f} meV")
print(f" G with U (mean field) = {4 * G_U:.4f} e^2/h")
gS_restore = brentq(lambda g: g - 2 * U * pair_average(gN, g, gap, U) - gN,
                    gN, 4 * gN)
print(f" bare gS restoring maximum = {gS_restore:.4f} meV")

print("checks:")
print(f" largest lattice-formula gap in R_A = {worst_lattice:.1e}")
print(f" lattice optimum gS/gN, eps=0: {best_ratio[0.0]:.4f}")
print(f" lattice optimum gS/gN, eps=gN/2: {best_ratio[0.5]:.4f}")
print(f" time-evolved/formula current = "
      f"{current_time / current_formula:.4f}")
print("closed-chain/integral pair amplitude:")
print(f" {short} normal sites: {-pair_short / pair_integral:.4f}")
print(f" {long} normal sites: {-pair_long / pair_integral:.4f}")
print(f" extrapolated: {-pair_lattice / pair_integral:.4f}")
print("success")
```

Output:

```
conductance quantum e^2/h = 38.740 uS
maximum 4e^2/h = 154.96 uS
normal width gN = 0.100 meV
gap = 0.200 meV
on resonance, zero bias (G_A Andreev, G_n normal state):
 gS=0.025 meV: G_A=0.8858, G_n=1.2800 e^2/h
 gS=0.050 meV: G_A=2.5600, G_n=1.7778 e^2/h
 gS=0.100 meV: G_A=4.0000, G_n=2.0000 e^2/h
 gS=0.200 meV: G_A=2.5600, G_n=1.7778 e^2/h
 gS=0.400 meV: G_A=0.8858, G_n=1.2800 e^2/h
detuning eps = 0.050 meV
G_A detuned, gS=gN: 1.7778 e^2/h
best gS when detuned = 0.1414 meV
G_A there = 2.0000 e^2/h
finite-bias peak, gS=0.20 meV: at 0.0605 mV
dI/dV at that peak = 4.0000 e^2/h
neglected effects at gS=gN, eps=0:
 temperature = 100 mK, kT = 0.00862 meV
 G with thermal smearing = 3.9366 e^2/h
 gap broadening = 0.0040 meV
 G with broadened gap = 3.9216 e^2/h
 next level at 1.00 meV, opposite parity
 G with next level = 3.8447 e^2/h
 gold cell edge (rough) = 0.41 nm
 gold free-electron Fermi energy = 5.47 eV
 relative change of gN over the gap = 1.8e-05
 dot capacitance = 2.0 fF
 charging energy U = 0.0801 meV
 U/(gN+gS) = 0.401
 mean-field pair amplitude = 0.1377
 effective gS with U = 0.0779 meV
 G with U (mean field) = 3.7615 e^2/h
 bare gS restoring maximum = 0.1251 meV
checks:
 largest lattice-formula gap in R_A = 5.8e-04
 lattice optimum gS/gN, eps=0: 1.0010
 lattice optimum gS/gN, eps=gN/2: 1.4156
 time-evolved/formula current = 1.0005
closed-chain/integral pair amplitude:
 250 normal sites: 1.1394
 500 normal sites: 1.0650
 extrapolated: 0.9902
success
```
